# Internal-field enhancement of dopant diffusion and its limit of two

## 1. The decision at stake

A donor profile has been fitted, and the fit gives an effective diffusivity that rises with concentration. Before the rise is assigned to charged point defects, one must decide how much of it belongs to the electric field that the profile itself sets up. If the field is left out, its share is credited to the defects, and their charge states can come out wrong. Section 6 gives a case in which half of the intrinsic diffusivity is assigned to the wrong defect.

Take a fully ionized, singly charged dopant as the only fixed charge in neutral, nondegenerate material. If the intrinsic carrier density is uniform and the carriers are fast and in mutual equilibrium, the field multiplies the flux by a factor $h$ between one and two. Any larger rise must have another origin, or one of these conditions must fail.

## 2. Conventions and fluxes

All quantities vary along $x$, and a prime means $d/dx$. The dopant is a donor of charge $+q$ and concentration $C$; acceptors follow in Section 4. With electrostatic potential $\phi$, define

$$\psi=\frac{q\phi}{kT},\qquad \psi=0\ \text{in intrinsic material}.$$

The field is $E=-\phi'=-(kT/q)\psi'$. The donors are dilute, so their mobility is $qD/kT$ by the Einstein relation, where $D$ is their diffusivity without drift. Their drift flux is $(qD/kT)CE=-DC\psi'$, and the total is

$$J=-D(C'+C\psi').\tag{1}$$

The enhancement is defined by $J=-hDC'$, so that

$$h=1+\frac{C\psi'}{C'}.\tag{2}$$

Electrons and holes have densities $n,p$ and diffusivities $D_n,D_p$. Their particle fluxes are

$$J_n=-D_n(n'-n\psi'),\qquad J_p=-D_p(p'+p\psi').\tag{3}$$

The sign differs for electrons because the field pushes them the other way.

Four assumptions fix the field:

- The carriers are nondegenerate and in mutual equilibrium, $np=n_i^2$, with uniform $n_i$.
- The material is locally neutral, $C=n-p$.
- No net current flows, $J+J_p-J_n=0$.
- There is no other fixed charge.

## 3. The ambipolar field

Differentiating $np=n_i^2$ gives $p'=-pn'/n$. The carrier fluxes become

$$J_p=-D_pp\left(\psi'-\frac{n'}{n}\right),\qquad J_n=D_nn\left(\psi'-\frac{n'}{n}\right).$$

With $\sigma=D_nn+D_pp$, their difference is $J_p-J_n=-\sigma(\psi'-n'/n)$. Zero current then reads

$$-DC'-DC\psi'-\sigma\psi'+\sigma\frac{n'}{n}=0,$$

and hence

$$\psi'=\frac{\sigma n'/n-DC'}{\sigma+DC}.\tag{4}$$

Neutrality relates $n'$ to the dopant gradient:

$$C'=n'-p'=n'\left(1+\frac pn\right)=n'\,\frac{n+p}{n},
\qquad\text{so}\qquad \frac{n'}{n}=\frac{C'}{n+p}.\tag{5}$$

Insert (5) into (4), and the result into (2):

$$h=\frac{\sigma+DC+C\sigma/(n+p)-DC}{\sigma+DC}
=\frac{1+C/(n+p)}{1+DC/\sigma}.\tag{6}$$

The terms $\pm DC$ cancel in the numerator. The denominator exceeds one, so a finite carrier mobility lowers $h$. The reduction is small: since $C<n$ and $\sigma>D_nn$, we have $DC/\sigma<D/D_n$. Dopants are slower than carriers by many orders of magnitude, and the denominator may be set to one. Equation (4) then becomes $\psi'=n'/n$, which integrates to

$$n=n_ie^{\psi},\qquad p=n_ie^{-\psi}.\tag{7}$$

The carriers are in equilibrium with whatever potential the slow dopants create.

If holes are negligible, $C=n$ and (6) gives $hD=2DD_n/(D+D_n)$. This is the ambipolar diffusivity of two oppositely charged species. It tends to $2D$ when the electrons are fast, which is where the number two comes from.

## 4. The formula and the proof of the bound

The sum of the carrier densities follows from their difference and product:

$$(n+p)^2=(n-p)^2+4np=C^2+4n_i^2.$$

Therefore, for fast carriers,

$$\boxed{h=1+\frac{C}{\sqrt{C^2+4n_i^2}}}\tag{8}$$

For every finite $C>0$ and $n_i>0$ the root is larger than $C$. The fraction lies strictly between zero and one, so

$$1<h<2.$$

This proves the bound. It cannot be tightened, because $h\to2$ as $C/n_i\to\infty$.

Using $C=n-p$, the same result can be written as

$$h=\frac{2n}{n+p}=1+\tanh\psi,\qquad 2-h=\frac{2p}{n+p}.\tag{9}$$

The distance from two is set by the remaining holes. The two limits of (8) are

$$h\simeq1+\frac{C}{2n_i}\quad(C\ll n_i),\qquad
h\simeq2-\frac{2n_i^2}{C^2}\quad(C\gg n_i).$$

In the first limit the many thermal carriers screen the dopant charge and the field is weak. In the second, the electron density must follow the donor density.

The flux itself shows why the drift part cannot overtake the diffusion part. With $\psi'=n'/n$ and $p'=-pn'/n$,

$$C\psi'=(n-p)\frac{n'}{n}=n'-\frac{pn'}{n}=n'+p'.$$

Adding $C'=n'-p'$ gives

$$J=-2Dn'.\tag{10}$$

By (5), $n'/C'=n/(n+p)<1$, and the bound follows again. In strongly doped material electrons and donors have nearly equal density gradients. The electrons tend to spread, the field holds them back, and the same field pushes the donors with a drift flux that approaches their own diffusion flux.

The direction is also clear. Where $C$ falls towards positive $x$, $\psi$ falls too, so $E>0$ and the donors are driven down their gradient.

For acceptors of charge $-q$, the flux is $J=-D(C'-C\psi')$ and neutrality is $C=p-n$. By (7), $C'=-(n+p)\psi'$, so $\psi'=-C'/(n+p)$. The two minus signs cancel, and (8) holds unchanged, with $h=2p/(n+p)$.

## 5. Diffusion by pairs with charged defects

Substitutional dopants often move by pairing with a vacancy or an interstitial. The pair has its own charge, and one may ask whether $h$ changes with it.

Let the defect $X$ have charge number $j$, and let its neutral form be uniform. Equilibrium with the electrons gives a concentration of $X^j$ proportional to $e^{-j\psi}$. The pair of a donor with $X^j$ has charge number $1+j$. Local pairing equilibrium gives its concentration as

$$P_j=K_jCe^{-j\psi},$$

where $K_j$ is constant. The pairs are taken to be few, so that $C$ still counts nearly all donors and the charge of defects and pairs does not disturb neutrality. With pair diffusivity $d_j$, the flux is

$$J_j=-d_j\left[P_j'+(1+j)P_j\psi'\right].$$

The derivative is $P_j'=K_je^{-j\psi}(C'-jC\psi')$. Substitution gives

$$J_j=-d_jK_je^{-j\psi}\left[C'-jC\psi'+(1+j)C\psi'\right]
=-D_je^{-j\psi}(C'+C\psi'),\tag{11}$$

with $D_j=d_jK_j$. The terms in $j$ cancel. The drift of a charged pair differs from that of a bare donor, but the pair population also varies with the potential, and the two effects compensate. What remains is the charge of the donor.

Summing over defect charges and using $e^\psi=n/n_i$,

$$J=-h\,D(n)\,C',\qquad D(n)=\sum_jD_j\left(\frac{n}{n_i}\right)^{-j}.\tag{12}$$

The field factor $h$ and the Fermi-level factor $D(n)/D(n_i)$ are separate. The bound applies to $h$ alone.

The uniform neutral defect matters. If its concentration is $s(x)$ times a uniform reference value, then $P_j=K_jsCe^{-j\psi}$, and the same steps give

$$J_j=-D_je^{-j\psi}\left[s(C'+C\psi')+Cs'\right].$$

The last term is transport by a defect gradient. It is not part of $h$ and is not limited by the bound.

## 6. Numbers for the two factors

Take round model parameters: $T=1200$ K, $n_i=10^{18}\ \mathrm{cm^{-3}}$ and $C_0=10^{19}\ \mathrm{cm^{-3}}$. Then $C_0/n_i=10$ and

$$h=1+\frac{10}{\sqrt{100+4}}=1.981.$$

At $C=10^{17}$ and $10^{18}\ \mathrm{cm^{-3}}$ the values are 1.050 and 1.447. Most of the rise takes place around $C\sim n_i$, and a further increase of doping from $10^{19}$ to $10^{20}\ \mathrm{cm^{-3}}$ adds about 0.02 in this nondegenerate model.

With $D=10^{-14}$ and $D_n=D_p=1\ \mathrm{cm^2/s}$, the relative loss from finite carrier speed at $C_0$ is about $10^{-14}$. This justifies dropping the denominator of (6).

For the Fermi-level factor, let half of the diffusivity at $n=n_i$ come from neutral defects and half from doubly negative ones. With $N=n/n_i$,

$$\frac{D(n)}{D(n_i)}=\frac12+\frac12N^2.$$

At $C_0$, $N=(10+\sqrt{104})/2=10.10$, and this ratio is 51.5. Multiplication by $h$ gives 102. The whole effective diffusivity has risen a hundredfold, although the field contributes less than a factor of two.

The product has a simple form. From (9), $h=2N/(N+N^{-1})=2N^2/(N^2+1)$, and so

$$h\,\frac{D(n)}{D(n_i)}=\frac{2N^2}{N^2+1}\cdot\frac{1+N^2}{2}=N^2.$$

This is the law that doubly negative defects alone would give if the field were ignored. A fit without $h$ would describe this model perfectly and conclude that neutral defects play no part, when in fact they carry half of the intrinsic diffusivity. A good fit therefore does not show that the field may be omitted.

## 7. A finite layer

Consider steady diffusion through a layer of thickness $L$ with constant $D$, with $C=C_0$ at $x=0$ and $C=0$ at $x=L$. The flux is constant, so by (10) the electron density is linear in $x$. At the faces

$$n(0)=\tfrac12\left(C_0+\sqrt{C_0^2+4n_i^2}\right),\qquad n(L)=n_i,$$

and therefore

$$J=\frac{2D}{L}[n(0)-n(L)]
=\frac DL\left[C_0+\sqrt{C_0^2+4n_i^2}-2n_i\right].\tag{13}$$

Without the field the flux would be $DC_0/L$. With $C_0=2n_i\sinh\psi_0$, the ratio of the two is

$$\bar h=1+\frac{2\cosh\psi_0-2}{2\sinh\psi_0}=1+\tanh\frac{\psi_0}{2}<2.$$

The mean enhancement lies below the value $1+\tanh\psi_0$ at the doped face, because $h$ falls to one at the other face.

For $L=1000$ nm, which is $10^{-4}$ cm,

$$\frac{Dn_i}{L}=\frac{10^{-14}\times10^{18}}{10^{-4}}=10^8\ \mathrm{cm^{-2}\,s^{-1}},$$

$$J=10^8\,(10+10.198-2)=1.820\times10^9\ \mathrm{cm^{-2}\,s^{-1}},$$

against $1.000\times10^9\ \mathrm{cm^{-2}\,s^{-1}}$ without the field. The mean enhancement is 1.820.

In the middle of the layer $n/n_i=(10.10+1)/2=5.55$, and $n'/n_i=-9.10/L$. With $kT/q=0.1034$ V,

$$E=-\frac{kT}{q}\frac{n'}{n}=0.1034\times\frac{9.10}{5.55\times10^{-4}}
\approx1.70\times10^3\ \mathrm{V/cm}.$$

## 8. What neutrality leaves out

Neutrality replaces Poisson's equation, $\epsilon\phi''=-q(C+p-n)$. With the intrinsic Debye length $\lambda$ defined by $\lambda^2=\epsilon kT/(q^2n_i)$, that equation is

$$C=n-p-\lambda^2n_i\psi''.\tag{14}$$

By (7), $(n+p)'=(n-p)\psi'$. Multiplying (14) by $\psi'$ gives

$$C\psi'=\frac{d}{dx}\left[n+p-\frac{\lambda^2n_i}{2}\psi'^2\right],$$

and the flux (1) becomes a total derivative for constant $D$:

$$J=-D\frac{d}{dx}\left[C+n+p-\frac{\lambda^2n_i}{2}\psi'^2\right].\tag{15}$$

The last term is the field energy density $\epsilon E^2/2$ divided by $kT$; it represents the Maxwell stress. Integrate (15) across the layer, with the potential at each face held at its neutral value. The flux differs from (13) by

$$\Delta J=\frac DL\,\frac{\lambda^2n_i}{2}\left[\psi'(L)^2-\psi'(0)^2\right].$$

For relative permittivity 10, $\lambda=7.56$ nm, much less than $L$. The coupled solution with Poisson's equation gives a flux higher by $1.2\times10^{-4}$ of its neutral value. The correction is positive because the field is stronger at the lightly doped face.

For a profile of width $w$, $\psi''$ scales as $1/w^2$, so the neutral formula should err by an amount of order $(\lambda/w)^2$. This was tested on

$$C=\frac{C_0}{2}\left[1-\tanh\frac xw\right].$$

Within $|x|<w$ the largest error in $h$ is $1.5\times10^{-3}$ for $w=20\lambda$ and $3.7\times10^{-4}$ for $w=40\lambda$. Doubling the width divides the error by about four.

A small error can still carry the local ratio past two, because $2-h$ is only 0.02 at $C_0$. Deep on the doped side the departure of $C$ from $C_0$ varies as $e^{2x/w}$. Linearizing (14) about $\psi_0$ then gives, for $4\lambda^2/w^2<2\cosh\psi_0$,

$$\frac{J}{-DC'}\to1+\frac{C_0/n_i}{2\cosh\psi_0-4\lambda^2/w^2}.$$

With $2\cosh\psi_0=10.198$ this exceeds two for $w<4.5\lambda$, about 34 nm. It is 2.005 at $w=4\lambda$ and 2.09 at $w=2\lambda$. The strict bound belongs to the neutral limit, and a moderately narrow profile already exceeds it slightly.

A steep profile behaves differently. For $w=0.2\lambda$, at a depth $2w$ inside the doped side, the local ratio $J/(-DC')$ is 5.6. Deep in the plateau $C'$ decays over the length $w/2=0.1\lambda$. A small potential disturbance $\delta$ there obeys

$$\lambda^2\delta''=2\cosh\psi_0\,\delta=10.2\,\delta,$$

and decays over $\lambda/\sqrt{10.2}\approx0.31\lambda$. The field reaches further than the gradient, so their ratio grows with depth. The drift flux is finite where hardly any gradient remains, and a multiplier on $C'$ no longer describes it well. Within the continuum model, Poisson's equation should then be solved and the drift term in (1) kept explicitly. The factor $h$ must be removed, or the field would be counted twice. The continuum model has its own limit: here $w$ is 1.5 nm, less than the mean donor spacing of 4.6 nm at $C_0$. The ratio 5.6 thus illustrates how the neutral formula fails and is not a prediction for a real profile this steep.

## 9. Other conditions that carry the bound

**Higher charge.** For charge number $z$, neutrality is $zC=n-p$, so $\psi'=zC'/(n+p)$. The flux is $-D(C'+zC\psi')$, and

$$h=1+\frac{z^2C}{\sqrt{z^2C^2+4n_i^2}}<1+|z|.$$

One factor $z$ comes from the field and one from the force on the ion. For $z=2$ at $C_0$, $h=2.990$. The limit of two thus belongs to single charge.

**A second dopant.** Add a uniform, immobile acceptor concentration $B$. Now $n-p=C-B$, while $C'=(n+p)\psi'$ is unchanged. Hence

$$h=1+\frac{C}{\sqrt{(C-B)^2+4n_i^2}}.$$

This exceeds two when $C^2>(C-B)^2+4n_i^2$, that is, when $2BC>B^2+4n_i^2$. At $C=B=5\times10^{18}\ \mathrm{cm^{-3}}$ it gives $h=1+5/2=3.5$. Compensation has removed the excess carriers that screen the field, but all the donors still respond to it. Screening is weakest at this point, where its length is $\lambda/\sqrt2$, so the value 3.5 is the limit for a profile much wider than $\lambda$, and neutrality fails here sooner than in uncompensated material.

**Degenerate carriers.** Let $\eta$ be the Fermi level measured from the conduction-band edge in units of $kT$. In equilibrium the Fermi level is flat and the band edge follows the potential, so $\eta'=\psi'$. Since $C'=(dC/d\eta)\eta'$, equation (2) becomes

$$h=1+\frac{C}{dC/d\eta}.\tag{16}$$

For a parabolic band with effective density of states $N_c$,

$$n=N_c\frac{2}{\sqrt\pi}\int_0^\infty\frac{\sqrt u\,du}{1+e^{u-\eta}}.$$

Expand the occupation as $e^{\eta-u}-e^{2(\eta-u)}+\dots$. Because $\int_0^\infty\sqrt u\,e^{-ku}du=\sqrt\pi/(2k^{3/2})$,

$$n\simeq N_c\left(e^\eta-\frac{e^{2\eta}}{\sqrt8}\right),\qquad
\frac{dn}{d\eta}\simeq n(1-\delta),\qquad \delta=\frac{n}{\sqrt8N_c}.$$

The holes remain nondegenerate, with $dp/d\eta=-p$. For $p\ll n$ and small $\delta$,

$$h-1\simeq\frac{n-p}{n(1-\delta)+p}\simeq1+\delta-\frac{2p}{n}.$$

The remaining holes lower $h$ and degeneracy raises it. They balance at $\delta=2p/n$. With $n\simeq C$ and $p\simeq n_i^2/C$, this means

$$C^3\simeq2\sqrt8\,N_cn_i^2.\tag{17}$$

For $N_c=10^{20}\ \mathrm{cm^{-3}}$ and equal bands, (17) gives $8.27\times10^{18}\ \mathrm{cm^{-3}}$; the full integrals give $8.18\times10^{18}\ \mathrm{cm^{-3}}$.

This lies below the $C_0$ of the example. With these bands, $h$ at $C_0$ is 2.016 instead of 1.981, a difference of about 2%. At $10^{20}\ \mathrm{cm^{-3}}$ it is 2.34. Within this model of non-interacting charges, the bound can therefore fail slightly at a doping where the nondegenerate formula is still a good approximation. It does not follow that $h$ exceeds two in a real material at that doping. At $C_0$ a sphere holding one donor on average has a radius of 2.9 nm. For relative permittivity 10, two unit charges at this distance have a Coulomb energy of about 0.05 eV, half of $kT$. Interaction between the charges, or electrons bound to donors, can then change $h$ by more than the 2% found here.

In the strongly degenerate limit of this band model, $n\propto\eta^{3/2}$, so $n/(dn/d\eta)=2\eta/3$ and $h\simeq1+2\eta/3$. There is then no fixed upper limit. Physically, a degenerate electron gas resists compression more strongly than a classical gas of equal density, and a larger field is needed to hold it in place. Equation (16) still treats the donors as dilute, fully ionized and free of mutual interaction, and the bands as rigid; these assumptions need their own examination already at $C_0$, and also at higher doping.

The numerical output below lists the values used here.

## Table of computed values

```
temperature = 1200 K; kT/q = 0.10341 V
intrinsic density ni = 1.0e+18 cm^-3
relative permittivity = 10.0
intrinsic Debye length = 7.560 nm
dopant diffusivity D = 1.0e-14 cm^2/s
electron, hole diffusivities = 1.0, 1.0 cm^2/s
C = 1e+17 cm^-3: h neutral nondegenerate = 1.04994
C = 1e+18 cm^-3: h neutral nondegenerate = 1.44721
C = 1e+19 cm^-3: h neutral nondegenerate = 1.98058
C = 1e+20 cm^-3: h neutral nondegenerate = 1.99980
at C0 = 1.0e+19 cm^-3: n = 1.0099e+19 cm^-3
at C0: p = 9.9020e+16 cm^-3
at C0: psi = 2.3124 (dimensionless)
at C0: relative loss from finite carrier speed = 9.81e-15
at C0: model D(n)/D(ni) = 51.495
at C0: h D(n)/D(ni) = 101.990
layer thickness = 1000 nm
layer flux without field = 1.0000e+09 cm^-2 s^-1
layer flux, neutral formula = 1.81980e+09 cm^-2 s^-1
layer flux, with Poisson = 1.82002e+09 cm^-2 s^-1
layer mean enhancement, neutral = 1.81980
layer mean enhancement, with Poisson = 1.82002
relative Maxwell-stress correction = 1.18e-04
mid-layer field, neutral = 1695.5 V/cm
mid-layer field, with Poisson = 1695.9 V/cm
charge-two donor at C0: h = 2.99007
compensated, C = B = 5.0e+18 cm^-3: h = 3.5000
smooth profile, width 20 Debye: max h error = 1.48e-03
smooth profile, width 40 Debye: max h error = 3.75e-04
steep profile, width 0.2 Debye, two widths inside: local ratio = 5.592
band density of states Nc = Nv = 1.0e+20 cm^-3
C = 1e+18 cm^-3: h with Fermi-Dirac carriers = 1.44948
C = 1e+19 cm^-3: h with Fermi-Dirac carriers = 2.01570
C = 1e+20 cm^-3: h with Fermi-Dirac carriers = 2.34388
Fermi-Dirac h reaches two at C = 8.175e+18 cm^-3
first-correction estimate of that C = 8.270e+18 cm^-3
```
